# Oxide Charge and Centroid from Electron-Injection Shifts at Both Gate Polarities

## One sheet of holes

Take an oxide of thickness $L$ and permittivity $\varepsilon$, with the gate at $x=0$ and silicon at $x=L$. Irradiation has left a uniform sheet of positive charge $\sigma$ per unit area at $x=a$. Electrons can be injected from either electrode, and the gate voltage needed for a chosen current is read before and after irradiation.

Let $s$ be the distance from the injecting electrode and $G(s)>0$ the magnitude of the field driving electrons away from it. The electric field along $s$ is $-G$, because electrons are negative, so Gauss's law $d(-G)/ds=\rho/\varepsilon$ reads

$$\frac{dG}{ds}=-\frac{\rho}{\varepsilon}.$$

Crossing the sheet at $s=s_0$ therefore lowers the driving field from $G_0$ to $G_0-\sigma/\varepsilon$. The oxide voltage has magnitude

$$|V|=G_0s_0+\left(G_0-\frac{\sigma}{\varepsilon}\right)(L-s_0)
=G_0L-\frac{\sigma}{\varepsilon}(L-s_0).$$

Suppose the current is set by the field $G_0$ at the injector. Reading at the same current then means reading at the same $G_0$, and the charge changes $|V|$ by $-\sigma(L-s_0)/\varepsilon$.

With the gate positive, silicon injects: $s_0=L-a$ and $V=+|V|$. With the gate negative, the gate injects: $s_0=a$ and $V=-|V|$. The signed shifts are

$$\Delta V_+=-\frac{\sigma a}{\varepsilon},\qquad
\Delta V_-=+\frac{\sigma(L-a)}{\varepsilon}.$$

Each shift mixes amount with position. Their difference, $\Delta V_--\Delta V_+=\sigma L/\varepsilon$, contains the amount alone. A sheet at the centre gives equal and opposite shifts, as symmetry requires.

## A distribution of charge

Now let $\rho$ depend on depth, while remaining uniform along the interface and unchanged by the reading. Integration by parts gives

$$|V|=\int_0^L G\,ds=\bigl[-(L-s)G\bigr]_0^L+\int_0^L(L-s)\frac{dG}{ds}\,ds.$$

The bracket equals $LG(0)$. Inserting Gauss's law,

$$|V|=LG(0)-\frac1\varepsilon\int_0^L(L-s)\rho\,ds. \tag{1}$$

Define the total charge per area and its centroid, measured from the gate:

$$Q=\int_0^L\rho\,dx,\qquad \bar x=\frac1Q\int_0^Lx\rho\,dx .$$

At fixed $G(0)$, equation (1) gives, with $L-s=x$ for silicon injection and $s=x$ for gate injection,

$$\Delta V_+=-\frac{Q\bar x}{\varepsilon},\qquad
\Delta V_-=\frac{Q(L-\bar x)}{\varepsilon}.$$

Subtraction removes $\bar x$; dividing $-\Delta V_+$ by the difference then removes $Q$:

$$\boxed{Q=\frac{\varepsilon(\Delta V_--\Delta V_+)}L,\qquad
\frac{\bar x}{L}=\frac{-\Delta V_+}{\Delta V_--\Delta V_+}}\tag{2}$$

Dividing numerator and denominator by $-\Delta V_+$ gives the equivalent form $\bar x/L=1/(1-\Delta V_-/\Delta V_+)$, when $\Delta V_+\ne0$.

Negative charge reverses both shifts, so $Q$ changes sign and $\bar x$ does not. If both signs of charge are present, $\bar x$ may lie outside the oxide. If $Q=0$ it is undefined, although a charge dipole can still produce equal shifts $\Delta V_+=\Delta V_-$.

## What “small bulk charge” must mean

No expansion in $Q$ has been made. The essential assumption was that equal current means equal injector field. For tunnelling through a barrier of height $\Phi$, this holds within the semiclassical picture if no charge lies between the injector and the tunnel exit at

$$t=\frac{\Phi}{eG_0}.$$

The barrier traversed by the electron is then unchanged. “Bulk” therefore means outside the tunnel zones of both electrodes. For such charge, (2) needs no expansion in $Q$ as long as the driving field does not reverse anywhere in the oxide. For positive charge, avoiding reversal requires $Q/\varepsilon<G_0$. Negative charge raises the field beyond it, so breakdown becomes the limit instead.

I tested (2) on a 50 nm oxide with the profile $\rho\propto(x-34)^2(44-x)$ between 34 and 44 nm, and zero elsewhere. Putting $u=(x-34)/10$, its mean is

$$\bar u=\frac{\int_0^1u^3(1-u)\,du}{\int_0^1u^2(1-u)\,du}
=\frac{1/20}{1/12}=\frac35,$$

so $\bar x=40$ nm. The potential was found from a finite-difference Poisson equation, and the voltage was adjusted until the numerical tunnelling integral regained its uncharged value. For $10^{12}$ and $5\times10^{12}$ positive charges per cm², and for $2\times10^{12}$ negative charges per cm², (2) returned the density within 0.02% and the centroid within 0.01 nm.

## Charge inside the tunnel zone

Here smallness is needed. Measure the potential from the injector:

$$\psi(s)=\int_0^sG\,ds'=G(0)s-\frac1\varepsilon\int_0^s(s-s')\rho(s')\,ds'.$$

The barrier is $U=\Phi-e\psi$. Apart from a constant factor, the tunnelling exponent is $\int_0^t\sqrt U\,ds$. Its first-order change is

$$\delta\int_0^t\sqrt U\,ds=-\frac e2\int_0^t\frac{\delta\psi}{\sqrt U}\,ds.$$

Motion of the exit adds nothing at this order, since $\sqrt U=0$ there. In the unperturbed barrier $U=\Phi(1-s/t)$. I hold the exponent fixed and neglect changes of the current's prefactor. Then

$$\delta G(0)\int_0^t\frac{s\,ds}{\sqrt{1-s/t}}
=\frac1\varepsilon\int_0^t\rho(s')\left[\int_{s'}^t
\frac{(s-s')\,ds}{\sqrt{1-s/t}}\right]ds'.$$

For the inner integral put $v=1-s/t$ and $b=1-s'/t$, so that $s-s'=t(b-v)$ and $ds=-t\,dv$:

$$t^2\int_0^b(b-v)v^{-1/2}dv
=t^2\left(2b^{3/2}-\tfrac23b^{3/2}\right)=\tfrac43t^2b^{3/2}.$$

The integral on the left is the case $s'=0$, $b=1$, and equals $4t^2/3$. Hence

$$\delta G(0)=\frac1\varepsilon\int_0^L K(s)\rho\,ds,\qquad
K(s)=\begin{cases}(1-s/t)^{3/2},&s<t,\\0,&s\ge t.\end{cases}\tag{3}$$

Put this change into (1):

$$\Delta|V|=-\frac1\varepsilon\int_0^L\bigl[L-s-LK(s)\bigr]\rho\,ds.$$

Let $K_{\rm Si}$ and $K_{\rm g}$ be the kernels for silicon and gate injection. Restoring the signs of the two voltages,

$$-\varepsilon\Delta V_+=\int_0^L[x-LK_{\rm Si}(L-x)]\rho\,dx,$$

$$\varepsilon\Delta V_-=\int_0^L[L-x-LK_{\rm g}(x)]\rho\,dx.$$

Adding these and dividing by $L$ gives the charge that (2) reports:

$$Q_{\rm app}=\int_0^L[1-K_{\rm g}(x)-K_{\rm Si}(L-x)]\rho\,dx.\tag{4}$$

Charge exactly at either interface has $K=1$ for the adjacent injector and drops out of both shifts, apart from any change it makes in the electrode's own potential drop. The field just beyond such a sheet governs tunnelling, and that field is still $|V|/L$.

Uniform charge provides a second limit. Since $\int_0^t(1-s/t)^{3/2}ds=2t/5$, the fraction reported is

$$\frac{Q_{\rm app}}Q=1-\frac{2(t_{\rm g}+t_{\rm Si})}{5L}.$$

With the tunnel distances found below, this is $1-0.4(4.58+4.64)/50=0.926$. The numerical voltages for $10^{10}$ cm⁻² gave 0.9261.

The kernel was also tested against exact Airy-function transmission through a linear barrier. A charge sheet changing the field by 0.1% was placed at seven depths from $0.1t$ to $2t$. The largest difference from $K$ at these depths was 0.0007, on a scale where $K=1$ at the interface. They miss the worst region: the wave correction vanishes at $s=t$ itself, but just beyond the exit, near $s=1.06t$, it reaches about −0.006 where $K$ is zero. This covers wave reflection at the sheet for one incident energy, but not electron scattering in the oxide.

## A 50 nm oxide

The example has $10^{12}$ trapped holes per cm² in the 34–44 nm profile above. The gate is aluminium and the substrate n-type silicon. Rough typical barriers are 3.1 eV at silicon and 3.2 eV at the gate; the tunnelling mass is 0.42 electron masses. At $10^{-8}$ A/cm² the Fowler–Nordheim law for the uncharged oxide gives injector fields of 6.67 and 6.99 MV/cm, so

$$t_{\rm Si}=\frac{3.1\ {\rm V}}{0.6674\ {\rm V/nm}}=4.64\ {\rm nm},\qquad
t_{\rm g}=4.58\ {\rm nm}.$$

The holes begin 6 nm from silicon and so qualify as bulk charge. The oxide voltages are:

| Gate | Before | After | Shift |
|---|---:|---:|---:|
| positive | 33.372 V | 31.516 V | −1.856 V |
| negative | −34.942 V | −34.478 V | +0.464 V |

Work-function terms are omitted because they cancel in the shifts. Equation (2) gives

$$\frac Q\varepsilon=\frac{0.464+1.856}{50}\ {\rm V/nm}=0.464\ {\rm MV/cm},$$

$$\bar x=50\ {\rm nm}\times\frac{1.856}{2.320}=40.0\ {\rm nm}.$$

With $\varepsilon=3.9\varepsilon_0$, the charge is $Q=0.160\ \mu$C/cm², or $1.00\times10^{12}$ holes per cm². At positive gate the lowest driving field is $6.67-0.46=6.21$ MV/cm, far from reversal.

For reading errors, write $A=-\Delta V_+$ and $B=\Delta V_-$. Then $Q=\varepsilon(A+B)/L$ and $\bar x=LA/(A+B)$. Using $A+B=QL/\varepsilon$,

$$d\bar x=\frac{L(B\,dA-A\,dB)}{(A+B)^2}
=\frac\varepsilon Q\left[\left(1-\frac{\bar x}L\right)dA-\frac{\bar x}L\,dB\right].$$

Independent errors $\delta V$ in the two shifts add in quadrature:

$$\delta Q=\frac{\sqrt2\,\varepsilon\,\delta V}{L},\qquad
\delta\bar x=\frac{\varepsilon\,\delta V}{|Q|}
\sqrt{\left(1-\frac{\bar x}L\right)^2+\left(\frac{\bar x}L\right)^2}.$$

For $\delta V=10$ mV these are $6.1\times10^9$ cm⁻² and 0.18 nm. The centroid error grows as $1/|Q|$, as does the relative error of the charge. Dividing the two results gives

$$\frac{\delta\bar x}{L}=\frac{\delta Q}{|Q|}\sqrt{\frac{(1-\bar x/L)^2+(\bar x/L)^2}{2}}.$$

For a centroid inside the oxide the square root lies between 0.5 and 0.71, so amount and position become unmeasurable together as the charge shrinks.

## Moving the holes towards silicon

Shift the same profile by 5 nm, so that it occupies 39–49 nm and its true centroid is 45 nm. Some holes now lie in silicon's tunnel zone. The shifts become −1.879 and +0.232 V, and (2) reports $9.10\times10^{11}$ cm⁻² at 44.5 nm. The density is 9% low. These voltages hold the exponent fixed at one electron energy; the spread of energies at 300 K changes the positive-gate shift by about 10 mV and leaves the bulk shifts unchanged.

The centroid moves away from silicon for a traceable reason. The gate-injection shift still measures $Q(L-\bar x)$ correctly, since no charge lies near the gate. Equation (2) divides this moment by a charge that is too small, so

$$L-\bar x_{\rm app}=(L-\bar x)\frac{Q}{Q_{\rm app}}
=\frac{5\ {\rm nm}}{0.910}=5.5\ {\rm nm}.$$

A plausible centroid is therefore no evidence that all the charge has been counted.

For laterally uniform charge, changing the reading current exposes the fault. At $10^{-6}$ A/cm² the injector field is higher and the tunnel zone shorter, so fewer holes are hidden. With the profile held fixed, the positive-gate shift changes from −1.879 to −1.938 V. For the original bulk profile it stays at −1.856 V. This comparison probes only silicon's tunnel zone; the gate's zone needs the same comparison at negative gate. In this uniform-sheet model, equal shifts at several currents for both polarities support the bulk assumption, but cannot reveal charge exactly at an interface, which is invisible at every current. Separate holes weaken the test, as the next section shows.

## Holes are not a continuous sheet

Equation (1) assumes lateral uniformity. Real trapped holes are separate charges, and the current, being exponential in field, favours places where they happen to lie close together.

Let $\varphi_1(r,s)$ be the potential of one hole between two conducting plates at fixed voltage, at lateral distance $r$ from it. To first order, the hole changes the tunnelling exponent as much as an added uniform field $g(r)$ would. Equating the two changes and using $\int_0^t s(1-s/t)^{-1/2}ds=4t^2/3$,

$$g(r)=\frac{3}{4t^2}\int_0^t\frac{\varphi_1(r,s)}{\sqrt{1-s/t}}\,ds.$$

The local current is multiplied by $\exp(\beta\sum_i g_i)$, where $\beta=d\ln J/dG$ is taken from the exponential part of the tunnelling law. Suppose the holes are placed independently with density $N$. In a large area $S$ their number $M$ is Poisson distributed with mean $NS$, and each contributes the average factor $m=S^{-1}\int e^{\beta g}d^2r$. Hence

$$\sum_M e^{-NS}\frac{(NS)^M}{M!}m^M=e^{NS(m-1)}
=\exp\left[N\int(e^{\beta g}-1)\,d^2r\right].$$

The term linear in $g$ is the uniform-sheet result already included in (2). The remainder acts as an extra field, and restoring the average current lowers $|V|$ further by

$$\delta V_{\rm disc}=\frac{LN}{\beta}\int(e^{\beta g}-1-\beta g)\,d^2r. \tag{5}$$

This is proportional to $N$, as are the shifts themselves. At this order its relative effect does not disappear for small charge.

The average was tested with 20,000 random arrangements of holes 10 nm from silicon; the logarithmic excess agreed with the integral within the allowed 8%. That tests the averaging, not the first-order treatment of the barrier or the neglect of sideways electron motion.

Integrated over the original profile, (5) gives 167 mV at positive gate and 1.5 mV at negative gate, where the holes are far from the injector. The first makes $\Delta V_+$ more negative, the second makes $\Delta V_-$ more positive. Equation (2) would then report $1.07\times10^{12}$ cm⁻² at 40.6 nm. This 7% excess in density is the largest of the neglected effects sized here for the bulk profile. It is a first-order value: keeping the full square-root action along each line lowers the positive-gate voltage by about a tenth, to some 150 mV.

The extra voltage also depends on the reading current, through $\beta$ and $t$. At $10^{-6}$ A/cm², (5) gives only about 120 mV at positive gate. The shift of separate bulk holes therefore shrinks by nearly 50 mV between the two currents, a change comparable in size to that of the smooth shifted profile but opposite in sign. A current comparison can thus mislead unless discreteness is taken into account.

Equation (5) should not be used for holes inside a tunnel zone. Close to such a hole the potential is too large for a first-order treatment, and the local rise in current can outweigh the loss found for a smooth sheet. Equation (2) may then report too much charge instead of too little.

## Beside a real device

A 50 nm oxide is typical of thick gate insulators, not of modern logic gates a few nanometres thick, in which the two tunnel zones would leave no bulk region. Radiation-induced holes are often trapped within several nanometres of silicon, so the position of the shifted profile may be nearer a real case than that of the first. Its 9% loss, however, belongs to laterally uniform charge, and separate holes can reverse it. The injector fields lie below a rough breakdown field of 10 MV/cm.

The silicon potential drop is also not quite constant. Bulk holes leave the silicon field unchanged at positive gate. At negative gate they reduce it, and the surface hole layer bends the bands less. A triangular-well estimate with hole mass 0.29, including level filling, adds about 28 mV to $\Delta V_-$. Alone, this raises the inferred density by 1.2% and moves the centroid to 39.5 nm. The estimate is high, because it uses one band and the unscreened surface field; a self-consistent hole layer gives 20 to 25 mV. It presumes that a steady hole layer has formed in the n-type silicon. A polysilicon gate could add a depletion voltage, which the aluminium gate avoids.

Reading also removes holes. One second at $10^{-8}$ A/cm² injects $6.24\times10^{10}$ electrons per cm². With a rough capture cross-section of $3\times10^{-14}$ cm², the fraction annihilated is close to their product, 0.19%. The cross-section falls steeply with field, so this is only an order of magnitude. Longer readings or larger currents inject more electrons, and at about 7 MV/cm and above injection into an oxide this thick can also create new holes or free trapped ones, so the current comparison above needs short readings. The numerical output gives the remaining values.

## Numbers as computed

```
oxide thickness: 50.0 nm
relative permittivity, oxide: 3.9
barrier at silicon: 3.10 eV
barrier at gate: 3.20 eV
tunnelling mass: 0.42 electron masses
reading current: 1.0e-08 A/cm2
injector field, silicon: 6.674 MV/cm
injector field, gate: 6.988 MV/cm
tunnel distance, silicon: 4.64 nm
tunnel distance, gate: 4.58 nm
true hole density: 1.000e+12 cm^-2
true centroid from gate: 40.000 nm
field step Q/eps: 0.4640 MV/cm
lowest field, positive gate: 6.210 MV/cm
oxide voltage before, gate +: 33.3724 V
oxide voltage after, gate +: 31.5164 V
oxide voltage before, gate -: -34.9420 V
oxide voltage after, gate -: -34.4780 V
shift, gate +: -1.8559 V
shift, gate -: 0.4640 V
recovered density: 1.0000e+12 cm^-2
recovered charge: 0.1602 uC/cm2
recovered centroid from gate: 40.000 nm
assumed error of each shift: 10.0 mV
resulting density error: 6.10e+09 cm^-2
resulting centroid error: 0.178 nm
higher reading current: 1.0e-06 A/cm2
bulk shift there, gate +: -1.8559 V
near profile, true centroid: 45.000 nm
near profile shift, gate +: -1.8788 V
near profile shift, gate -: 0.2320 V
near shift at higher current: -1.9384 V
near profile first-moment shift: -2.0879 V
near apparent density: 9.0985e+11 cm^-2
near apparent centroid: 44.505 nm
near density, linear kernel: 9.1032e+11 cm^-2
near centroid, linear kernel: 44.507 nm
uniform charge, seen fraction: 0.9261
charge within 0.2 nm of Si, seen: 0.0257
largest wave-kernel deviation: 0.0007
discreteness voltage, gate +: 166.9 mV
discreteness voltage, gate -: 1.45 mV
density with discreteness: 1.0726e+12 cm^-2
centroid with discreteness: 40.647 nm
hole mass for surface estimate: 0.29 electron masses
surface-potential change: 28.4 mV
density with surface change: 1.0122e+12 cm^-2
centroid with surface change: 39.516 nm
hole capture cross-section: 3.0e-14 cm2
reading time: 1.0 s
injected electrons: 6.24e+10 cm^-2
holes annihilated: 0.187 percent
```
